# Sideband photoemission delay of hydrogen: Wigner delay and continuum-continuum correction, part 1

(Sections cited here and not found follow in the second part.)

## Result

An electron leaves the 1s state of a hydrogenic ion (charge \(Z\), fixed nucleus, \(E_0=-Z^2/2\), atomic units) and reaches the energy \(E=k^2/2\) by absorbing one XUV photon and exchanging one photon of a weak probe of frequency \(\omega\). The delay \(\tau\) read from the oscillation of this sideband with the probe phase is, for each final partial wave \(l=0,2\) and for \(\omega\to0\) at fixed \(k\),

\[
\tau=\tau_W+\tau_{cc}-\frac{3\pi Z^2\omega}{4k^6}+O(\omega^2\ln^2\omega),
\]
\[
\tau_W=\frac{d\sigma_1}{dE}=\frac{Z}{k^3}\,\mathrm{Re}\,\psi\!\left(2+\frac{iZ}{k}\right),\qquad
\tau_{cc}=\frac{Z}{k^3}\left[1+\gamma-\ln\frac{2k^2}{\omega}\right].
\]

Here \(\sigma_1\) is the Coulomb phase of the p wave, \(\psi\) the digamma function and \(\gamma=0.57722\) Euler's constant. The split is an asymptotic law, which needs \(\omega\ll k^2\), \(Z\omega\ll k^3\) and \(\omega\ll Z^2\) and fails near emission perpendicular to the polarisation. The logarithmic phase alone gives \((Z/k^3)[\gamma-\ln(2k^2/\omega)]\). The remaining \(Z/k^3\) comes from the \(1/r\) correction to the amplitude of the Coulomb waves and does not vanish as \(\omega\to0\). The program whose tests and numbers are cited below is printed, with its output, after this text.

## 1. A packet leaving a short-range potential

Let an outgoing radial packet be \(\psi(r,t)=\int dE\,b(E)\,e^{i\Phi(E,r)}e^{-iEt}\) with \(b\) real and vanishing at the ends of the range. Since \(t\,e^{-iEt}=i\partial_Ee^{-iEt}\), an integration by parts gives

\[
t\psi=\int dE\,(-ib'+b\,\partial_E\Phi)\,e^{i\Phi}e^{-iEt}.
\]

Parseval's theorem turns \(\int\psi^*t\psi\,dt\) into \(2\pi\int b(-ib'+b\,\partial_E\Phi)\,dE\). The first term is a total derivative and vanishes, so the mean time of the density \(|\psi(r,t)|^2\) at fixed \(r\), taken here as the time of passage, is

\[
\bar t(r)=\langle\partial_E\Phi\rangle,\tag{1}
\]

averaged with weight \(b^2\). (Weighting with the current instead of the density gives the same form with weight \(b^2\,\partial_r\Phi\), which is \(kb^2\) at large \(r\).) Outside a short-range potential \(\Phi=kr-l\pi/2+\delta_l(E)\) up to terms in \(1/r\), and \(dk/dE=1/k\), so \(\bar t=\langle r/k+d\delta_l/dE\rangle\). The Wigner delay \(d\delta_l/dE\) is then a true shift of the arrival time, independent of \(r\). Check: for a free particle \(\delta_l=0\) and \(\bar t=\langle r/k\rangle\).

## 2. The same packet in a Coulomb field

With \(x=kr\) and \(\eta=-Z/k\) the radial equation is \(y''+[1-2\eta/x-l(l+1)/x^2]\,y=0\).

*A standard integral.* For \(\mathrm{Re}\,c>0\) and \(\mathrm{Re}\,p>0\),

\[
\int_0^\infty r^{c-1}e^{-pr}\,dr=\Gamma(c)\,p^{-c}.\tag{2}
\]

For real \(p\) this is a change of variable in the definition of \(\Gamma\); both sides are analytic in \(\mathrm{Re}\,p>0\), so it holds there with the principal power. For \(p=\delta-iq\), \(\delta\to0^+\), the base becomes \(-iq=|q|e^{-i(\pi/2)\,\mathrm{sgn}\,q}\). The program tests (2) by quadrature for \(c=2+0.4i\), \(p=0.3\mp i\).

*Regular solution.* Put \(y=x^{l+1}e^{-ix}w\). The terms \(l(l+1)/x^2\) and \(1\) cancel and leave \(xw''+(2l+2-2ix)w'-[2i(l+1)+2\eta]w=0\). With \(z=2ix\), and after division by \(2i\), this is Kummer's equation \(zw_{zz}+(b-z)w_z-aw=0\), with \(a=l+1-i\eta\), \(b=2l+2\), \(b-a=a^*\). Its regular solution is

\[
M(a,b,z)=\sum_n\frac{(a)_n z^n}{(b)_n\,n!}=\frac{\Gamma(b)}{|\Gamma(a)|^2}\int_0^1e^{zt}t^{a-1}(1-t)^{a^*-1}dt ,
\]

where the second form reduces to the first on expanding \(e^{zt}\) and doing Beta integrals. Complex conjugation followed by \(t\to1-t\) maps \(e^{-ix}M\) onto itself, so \(F_l=C_lx^{l+1}e^{-ix}M\) is real for real \(C_l\). At large \(x\) the end points dominate. Near \(t=1\), (2) gives \(e^{z}\Gamma(a^*)z^{-a^*}\), so the part of \(F_l\) that goes as \(e^{ix}\) is

\[
C_l\frac{\Gamma(b)}{\Gamma(a)}x^{l+1}e^{ix}(2ix)^{-l-1-i\eta}
=C_l\frac{\Gamma(b)\,e^{\pi\eta/2}}{2^{l+1}|\Gamma(a)|}\,(-i)\,e^{i\theta_l},
\]

using \(i^{-l-1-i\eta}=(-i)e^{-il\pi/2}e^{\pi\eta/2}\) and \(1/\Gamma(a)=e^{i\arg\Gamma(a^*)}/|\Gamma(a)|\), with

\[
\theta_l=kr+\frac Zk\ln2kr-\frac{l\pi}{2}+\sigma_l,\qquad \sigma_l=\arg\Gamma\!\left(l+1-\frac{iZ}{k}\right).
\]

The other end point gives the complex conjugate. Requiring \(F_l\to\sin\theta_l\), whose \(e^{i\theta_l}\) part is \(-ie^{i\theta_l}/2\), fixes \(C_l=2^le^{-\pi\eta/2}|\Gamma(l+1+i\eta)|/(2l+1)!\).

*Outgoing solution.* Put \(H_l^+=e^{i\theta_l}S_l\). With \(\theta'=1-\eta/x\) and \(\theta''=\eta/x^2\),

\[
S''+2i(1-\eta/x)S'+\frac{i\eta-A}{x^2}S=0,\qquad A=\eta^2+l(l+1).
\]

For \(S=\sum_na_nx^{-n}\), \(a_0=1\), the coefficient of \(x^{-n-2}\) gives \(2i(n+1)a_{n+1}=[n(n+1)+i\eta(2n+1)-A]\,a_n\). Hence

\[
a_1=\frac\eta2+\frac{iA}{2},\qquad a_2=a_1\left[\frac{3\eta}{4}+\frac{i(A-2)}{4}\right].\tag{3}
\]

For real \(r\), \(H_l^-=(H_l^+)^*\) and \(F_l=(H_l^+-H_l^-)/2i\). The real part of \(a_1\) is a change of amplitude, \(1-Z/(2k^2r)\). It equals the WKB factor \(\sqrt{k/p(r)}=(1+2Z/k^2r)^{-1/4}\) to first order: the electron is faster near the nucleus and its density there is lower.

*Delay.* From \(\sigma_1=\mathrm{Im}\ln\Gamma(2-iZ/k)\) follows \(d\sigma_1/dk=\mathrm{Im}[\psi(2-iZ/k)\,iZ/k^2]=(Z/k^2)\,\mathrm{Re}\,\psi(2-iZ/k)\). The real part is the same for the conjugate argument, and division by \(k\) gives \(\tau_W\). The logarithm contributes \((1/k)\,d[(Z/k)\ln2kr]/dk=(Z/k^3)(1-\ln2kr)\). The amplitude at \(r\) is now \(b|S_1|\), so the weight in (1) is \(b^2|S_1(kr)|^2\); it is kept in \(\langle r/k\rangle\), where its \(1/r\) part, \(-Z/(k^2r)\), multiplies \(r\) and leaves the \(r\)-independent term \(-Z[\langle k^{-3}\rangle-\langle k^{-1}\rangle\langle k^{-2}\rangle]\). This covariance does not fall with \(r\) but is proportional to the energy variance, about \(-4\times10^{-4}\) for the packet checked below. With this weight, and with the phase of \(S_1\) contributing \(O(1/r)\), equation (1) becomes

\[
\bar t(r)=\Big\langle\frac rk+\tau_W+\frac{Z}{k^3}(1-\ln2kr)\Big\rangle+O(1/r).\tag{4}
\]

The advance over free flight grows without bound as \(\ln r\), because the excess speed \(Z/(kr)\) falls only as \(1/r\). So \(\tau_W\) alone is not an arrival delay; a measurement must supply a length at which the logarithm is read.

Checks. For \(k\gg Z\), \(\psi(2)=1-\gamma\) gives \(\tau_W\to(1-\gamma)Z/k^3\), tested at \(k=100\). A p-wave packet around \(E=0.5\) (width 0.02) built from \(H_1^+\) and evaluated as a function of time has, at \(r=2000\), a centroid shifted from \(\langle r/k\rangle\) by \(-6.7096\), against \(-6.7084\) from (4); the test allows 0.005 for the \(O(1/r)\) term. The functions \(F_l\), \(H^+_l\) are tested against an independent evaluation.

## 3. What the sideband measures

The coupling is \(z\,\mathcal E(t)\) (dipole approximation, both fields along \(z\), lowest order in each). The probe carrier is \(\cos\omega(t-\tau)=\tfrac12\sum_{s=\pm1}e^{-is\omega t}e^{is\omega\tau}\); \(s=+1\) is absorption and \(s=-1\) emission. Path \(s\) uses the XUV frequency \(\Omega_s=E-E_0-s\omega\), and the two XUV components have equal phase (a phase difference would add the group delay of the light). All fields share the envelope \(e^{-t^2/2T^2}\).

For XUV at \(t_1\) and probe at \(t_2>t_1\), second-order perturbation theory gives for the intermediate state \(n\) the factor

\[
(-i)^2\!\!\int\!\!\int_{t_1<t_2}\!e^{i\Delta_nt_2}e^{-i\Delta_nt_1}e^{-(t_1^2+t_2^2)/2T^2},\qquad\Delta_n=E-s\omega-E_n ,
\]

because \(E-E_n-s\omega=\Delta_n\) and \(E_n-E_0-\Omega_s=-\Delta_n\). With \(u=t_2-t_1\), \(v=(t_1+t_2)/2\), the Jacobian is 1 and \(t_1^2+t_2^2=2v^2+u^2/2\). The \(v\) integral is \(T\sqrt\pi\), and the factor is

\[
-T\sqrt\pi\int_0^\infty e^{i\Delta_nu-u^2/4T^2}du\;\longrightarrow\;-iT\sqrt\pi\,\frac{1}{\Delta_n+i0}\quad(T\to\infty).\tag{5}
\]

The opposite time order has the same form with \(\Delta_n'=E_0+s\omega-E_n\). The sums over \(n\) are therefore resolvents. With \(\kappa^2/2=E-s\omega\), \(u_{1s}=2Z^{3/2}re^{-Zr}\) and the p-wave radial Hamiltonian \(H_1\), define

\[
(\kappa^2/2+i0-H_1)\rho=r\,u_{1s},\qquad(E_0+s\omega-H_1)\chi=r\,u_{1s}.
\]

The function \(\chi\) decays exponentially and has no pole for \(\omega<3Z^2/8\), the 1s–2p gap.

At late times the packet is purely outgoing, so the state that registers momentum \(\mathbf k\) is the one whose outgoing part matches that of a plane wave. In a plane wave \(i^l\sin(kr-l\pi/2)\) has the outgoing part \(e^{ikr}/2i\) for every \(l\). The Coulomb combination with an \(l\)-independent outgoing part is \(i^le^{-i\sigma_l}F_l\). Its conjugate enters the amplitude:

\[
M_l(s)=i^{-l}e^{i\sigma_l(k)}\int_0^\infty F_l(kr)\,r\,[\rho+\chi]\,dr.\tag{6}
\]

The normalisation depends on \(k\) only and is common to both paths. Two factors \(\cos\theta\) act on the s state, and \(\cos^2\theta=\tfrac13+\tfrac23P_2(\cos\theta)\), so at emission angle \(\theta\)

\[
M(\theta)\propto M_0+2P_2(\cos\theta)\,M_2 ;\tag{7}
\]

the ratio 2 is tested by quadrature. The sideband yield is \(|M_{abs}e^{i\omega\tau}+M_{emi}e^{-i\omega\tau}|^2\), whose cross term is \(2|M_{abs}M_{emi}|\cos[2\omega\tau-\arg(M_{emi}/M_{abs})]\). The maximum lies at

\[
\tau=\frac{1}{2\omega}\arg\frac{M_{emi}}{M_{abs}}\quad(\text{mod }\pi/\omega).\tag{8}
\]

Unequal XUV strengths change the contrast but not this position. Writing \(u_s=s\omega\), only the part of \(\arg M\) that is odd in \(s\) enters (8). For a phase \(f\) analytic in \(u_s\), \([f(-\omega)-f(\omega)]/2\omega=-f'(0)+O(\omega^2)\).

The integral in (6) does not converge as it stands, since its integrand oscillates with an amplitude that grows as \(r\). The \(+i0\) defines it: a small positive imaginary part of the energy gives \(\kappa\) an imaginary part \(\delta\), \(\rho\) decays as \(e^{-\delta r}\), and \(\delta\to0\) is taken after the integration, as in (2).

Check. The program evaluates (6) without expansion in \(\omega\) (a grid inside \(R=44\), rotated contours outside, both time orders); this is called exact below. Independently it sums over real eigenstates in a box with the finite-\(T\) kernel of (5) and extrapolates in \(1/T^2\), the variable in which \(e^{-u^2/4T^2}\) expands. For \(\omega=0.15\) the two delays are \(-0.8201\) and \(-0.8202\) (\(l=0\), \(E=0.49902\)) and \(-0.7591\) and \(-0.7592\) (\(l=2\), \(E=0.50180\)); the test allows 0.002.

## 4. The intermediate wave carries \(\sigma_1(\kappa)\)

The outgoing Green function is \(G=\alpha F_1(\kappa r_<)H_1^+(\kappa r_>)\). Since \(\kappa^2/2-H_1=\tfrac12\partial_r^2+\dots\), the slope must jump by 2, so \(\alpha\kappa(FH'-F'H)=2\). The Wronskian is constant; at infinity it is \(i\sin\theta\,e^{i\theta}-\cos\theta\,e^{i\theta}=-1\). Thus \(\alpha=-2/\kappa\), and beyond a radius \(R\) where the source is exponentially small

\[
\rho=C\,H_1^+(\kappa r),\qquad C=-\frac{2D}{\kappa},\qquad D=\int_0^\infty F_1(\kappa r)\,r\,u_{1s}\,dr .
\]

\(D\) is real, but a zero would add a phase \(\pi\), so its sign is needed. With \(p=Z+i\kappa\), \(\beta=2i\kappa\), \(a=2+iZ/\kappa\), one has \(D=2Z^{3/2}C_1\kappa^2\int r^4e^{-pr}M(a,4,\beta r)\,dr\). Termwise integration with one power of \(r\) fewer uses \(\Gamma(4+n)=6\,(4)_n\) and the binomial series:

\[
I(p)=\int_0^\infty r^3e^{-pr}M\,dr=6p^{-4}\sum_n\frac{(a)_n}{n!}\Big(\frac\beta p\Big)^n=6\,p^{a-4}(p-\beta)^{-a},
\]

valid for \(|p|>|\beta|\) and continued analytically in \(\mathrm{Re}\,p>0\). The required integral is \(-I'(p)=I\,[(4-a)/p+a/(p-\beta)]\). Now \(4-a=a^*\) and \(p-\beta=p^*\). The bracket is \(2\,\mathrm{Re}(ap)/|p|^2=2(2Z-Z)/|p|^2\), and \(I=6|p^{-a^*}|^2=6|p|^{-4}e^{-2(Z/\kappa)\arg p}\). Therefore

\[
D=\frac{24Z^{5/2}C_1\kappa^2}{(Z^2+\kappa^2)^3}\,e^{-2(Z/\kappa)\arctan(\kappa/Z)}>0,\qquad C_1=\tfrac13e^{\pi Z/2\kappa}\left|\Gamma(2+iZ/\kappa)\right| .
\]

Check. The numerical solution for \(\rho\), whose boundary condition uses only \(H'/H\) and so contains no \(\sigma_1\), reproduces \(C=-2D/\kappa\) to a relative \(10^{-8}\), and the energy derivative of its phase reproduces \(\tau_W\) to a relative \(10^{-5}\).

## 5. The probe transition without a Coulomb tail

Split (6) at \(R\) and insert \(F_l=(H^+_l-H^-_l)/2i\) outside. The product \(H_l^-(kr)H_1^+(\kappa r)\) oscillates with the small wave number

\[
q=\kappa-k=-\frac{2s\omega}{k+\kappa}=-\frac{s\omega}{k}+O(\omega^2),\qquad \mathrm{sgn}\,q=-s .
\]

Take first a short-range potential with phases \(\delta_l\) and a dipole \(D\neq0\). The prefactor \(i^{-l}e^{i\delta_l}\) cancels the constant phase \(e^{+il\pi/2-i\delta_l}\) of \(H_l^-\). The remaining constants are \(-C/2i=D/i\kappa\) and \(e^{-i\pi/2}\) from \(H_1^+\), with product \(-D/\kappa\). By (2), \(\int_0^\infty re^{iqr}dr=(-iq)^{-2}=-1/q^2\). So

\[
M_l\approx\frac{D}{\kappa q^2}\,e^{i\delta_1(\kappa)} .
\]

The size \(Dk/\omega^2\) is that of the quiver phase \(k\mathcal E/\omega^2\) of a free electron in a probe of strength \(\mathcal E\), and it comes from \(r\sim k/\omega\). The final phase has dropped out, and (8) gives \([\delta_1(E+\omega)-\delta_1(E-\omega)]/2\omega\to d\delta_1/dE\). In this limit the probe reads the Wigner delay of entry 1 and adds nothing; entries 7 and 8 at \(\eta=0\) show that the next two orders add nothing either.

Without a Coulomb tail, the sideband delay reduces to the Wigner delay of the intermediate p wave as \(\omega\to0\). It remains to find what the Coulomb tail adds, through its logarithmic phase and the \(1/r\) and \(1/r^2\) terms of the waves, and to compare the resulting law with exact values for hydrogen.

Numbers in the example were calculated in double precision.
